# London and Slater-Kirkwood formulas as one-pole approximations to C6

## What dimensions and symmetry fix

Two neutral spherical atoms A and B are a distance $R$ apart along $z$, far enough apart that their electron clouds do not overlap. Atomic units are used in the algebra: $\hbar=m_e=e=4\pi\varepsilon_0=1$. A dipole $\mathbf d$ on A produces the potential $\Phi=\mathbf d\cdot\mathbf R/R^3$, and a dipole $\mathbf d'$ on B has the energy $\mathbf d'\cdot\nabla\Phi$ in it. Differentiating gives

$$V=\frac{\mathbf d\cdot\mathbf d'-3d_zd'_z}{R^3}=\frac{d_xd'_x+d_yd'_y-2d_zd'_z}{R^3}.$$

A spherical atom has no mean dipole, so the first-order energy $\langle V\rangle$ vanishes. The second-order energy is quadratic in $V$ and negative for ground states:

$$E(R)=-\frac{C_6}{R^6}.$$

The coefficient $C_6$ is an energy times a length to the sixth power. In these units the static polarizability $\alpha$ of an atom is a volume. For two like atoms we may therefore write

$$C_6=\kappa\,\alpha^2\,\bar w,$$

where $\kappa$ is a number and $\bar w$ is an energy typical of the atom's excitations. The London and Slater-Kirkwood formulas share $\kappa$ and $\alpha$ and differ in $\bar w$. The questions are what $\kappa$ is, and what fixes $\bar w$.

## The simplest atom: one oscillator

Let each atom be a particle of unit mass and charge $q$, bound isotropically to a fixed opposite charge with frequency $w$. A static field $F$ displaces it by $qF/w^2$, so the dipole is $q^2F/w^2$ and

$$\alpha=\frac{q^2}{w^2},\qquad q^2=\alpha w^2 .$$

For two such atoms, with frequencies $a$ and $b$, the three Cartesian directions separate. In direction $i$ the matrix of squared frequencies is

$$\begin{pmatrix}a^2&k_i\\k_i&b^2\end{pmatrix},\qquad k_i=\frac{c_i\,q_Aq_B}{R^3},\qquad (c_x,c_y,c_z)=(1,1,-2).$$

Let the mode frequencies be $w_\pm$. The trace gives $w_+^2+w_-^2=a^2+b^2$ and the determinant gives $w_+w_-=\sqrt{a^2b^2-k_i^2}$. For small $k_i$ the root is $ab-k_i^2/(2ab)$, so

$$(w_++w_-)^2=a^2+b^2+2w_+w_-\simeq(a+b)^2-\frac{k_i^2}{ab},$$

$$w_++w_-\simeq a+b-\frac{k_i^2}{2ab(a+b)}.$$

The zero-point energy is half the sum of the frequencies. Its shift in direction $i$ is $-k_i^2/[4ab(a+b)]$. With $q_A^2q_B^2=\alpha_A\alpha_Ba^2b^2$ and $\sum_ic_i^2=1+1+4=6$, the total is

$$C_6=\frac32\,\alpha_A\alpha_B\,\frac{ab}{a+b}. \tag{1}$$

For like atoms $ab/(a+b)=w/2$, and

$$C_6=\frac34\,\alpha^2w. \tag{2}$$

So $\kappa=3/4$ when $\bar w$ is the oscillator frequency.

**Limit.** The expansion needs $|k_i|\ll ab$. For like atoms and the $z$ direction this means $2\alpha/R^3\ll1$. At $2\alpha/R^3=1$ one squared frequency reaches zero and the model collapses, so (2) is a statement about large separation. The numerical check diagonalizes the full six-dimensional coupling matrix at $R=30$ and confirms (1), for like and unlike oscillators, to a relative accuracy of $10^{-5}$.

## A real atom has many poles

Now let each atom have a nondegenerate, spherical ground state $|0\rangle$ and a nonrelativistic Hamiltonian $H$ with a fixed nucleus. (The free spin of hydrogen plays no part.) Let $\mathbf D=\sum_i\mathbf r_i$ be the sum of the electron positions relative to the nucleus. The dipole is $-\mathbf D$, and the two minus signs cancel in $V$.

From a spherical state, $D_x$, $D_y$ and $D_z$ lead to three mutually orthogonal states of equal energy. Let $n$ label such a triple, $w_n$ its excitation energy and $z_n$ the matrix element of $D_z$ to its $z$ member. The three terms of $V$ lead to different final states, so no cross terms appear when the matrix element is squared:

$$C_6=\sum_{n,m}\frac{(1+1+4)\,|z_n|^2|z'_m|^2}{w_n+w'_m}.$$

Sums over $n$ include the continuum. States with one atom unexcited do not contribute, because $\langle0|\mathbf D|0\rangle=0$. Define the oscillator strength $f_n=2w_n|z_n|^2\ge0$. Each $|z|^2$ is then $f/(2w)$, and $6/4=3/2$ gives

$$C_6=\frac32\sum_{n,m}\frac{f_nf'_m}{w_nw'_m(w_n+w'_m)}. \tag{3}$$

The static polarizability follows from the second-order energy $-F^2\sum_n|z_n|^2/w_n=-\tfrac12\alpha F^2$ in a field $F$:

$$\alpha=2\sum_n\frac{|z_n|^2}{w_n}=\sum_n\frac{f_n}{w_n^2}.$$

**Limit.** With one term per atom, $f=\alpha w^2$, and (3) returns (1). A one-pole atom and an oscillator have the same $C_6$.

The word "pole" refers to the dynamic polarizability. At imaginary frequency it is the smooth function

$$\alpha(i\omega)=\sum_n\frac{f_n}{w_n^2+\omega^2}.$$

Partial fractions, with $\int_0^\infty d\omega/(w^2+\omega^2)=\pi/(2w)$, give

$$\int_0^\infty\!\frac{d\omega}{(w^2+\omega^2)(w'^2+\omega^2)}=\frac{\pi}{2}\,\frac{1/w-1/w'}{w'^2-w^2}=\frac{\pi}{2ww'(w+w')},$$

and by continuity this also holds at $w=w'$. Inserted in (3), it gives

$$C_6=\frac3\pi\int_0^\infty\alpha_A(i\omega)\,\alpha_B(i\omega)\,d\omega. \tag{4}$$

The one-pole approximation replaces $\alpha(i\omega)$ by $\alpha w_1^2/(w_1^2+\omega^2)$. It is correct at $\omega=0$ for every $w_1$. The remaining freedom is the pole $w_1$.

## Sum rules that can fix the pole

Define the moments $S(k)=\sum_nf_nw_n^k$. Three of them can be found without knowing the spectrum.

- $S(-2)=\alpha$, as shown above.
- $S(-1)=2\sum_n|z_n|^2=2\langle D_z^2\rangle=\tfrac23\langle\mathbf D^2\rangle$, by completeness and spherical symmetry.
- $S(0)=N$, the number of electrons.

For the last one, expand the double commutator in the ground state, where $H|0\rangle=E_0|0\rangle$:

$$\langle[D_z,[H,D_z]]\rangle=2\langle D_z(H-E_0)D_z\rangle=2\sum_nw_n|z_n|^2=S(0).$$

If the potentials depend on positions alone, only the kinetic energy fails to commute with $D_z$. Then $[H,D_z]=-iP_z$, with $P_z$ the total momentum, and $[D_z,-iP_z]=-i\cdot iN=N$.

A one-pole atom that keeps $S(-2)=\alpha$ has $S(-1)=\alpha w_1$ and $S(0)=\alpha w_1^2$.

**Slater-Kirkwood.** Requiring $\alpha w_1^2=N$ gives $w_1=\sqrt{N/\alpha}$. From (2),

$$C_6^{\rm SK}=\frac34\alpha^2\sqrt{\frac N\alpha}=\frac34\sqrt N\,\alpha^{3/2}. \tag{5}$$

Since $S(0)$ governs the tail $\alpha(i\omega)\to N/\omega^2$, this model is correct at both ends of the frequency axis and interpolates between them.

**London.** Setting $w_1=I$, the ionization energy, gives

$$C_6^{\rm L}=\frac34\alpha^2I. \tag{6}$$

This choice is not a sum rule. It is an estimate of where the strength lies. London's formula therefore shares one constraint with Slater-Kirkwood, the static polarizability, and replaces the other by a guess. Its price is the implied $S(0)=\alpha I^2$, which need not equal $N$.

For unlike atoms, (1) gives

$$C_6^{\rm SK}=\frac32\frac{\alpha_A\alpha_B}{\sqrt{\alpha_A/N_A}+\sqrt{\alpha_B/N_B}},\qquad
C_6^{\rm L}=\frac32\alpha_A\alpha_B\frac{I_AI_B}{I_A+I_B},$$

where the first form uses $ab/(a+b)=1/(1/a+1/b)$.

## Hydrogen

The ground state is $\psi_0=e^{-r}/\sqrt\pi$, with $I=1/2$. For the polarizability we need its first-order change $\psi_1$ in a perturbation $Fz$:

$$(H-E_0)\psi_1=-z\psi_0 .$$

Write $\psi_1=-h(r)\cos\theta\,\psi_0$. Because $\psi_0$ solves the unperturbed equation and $\nabla\psi_0=-\hat{\mathbf r}\psi_0$, any function $\phi$ obeys

$$(H-E_0)\phi\psi_0=\psi_0\left(-\tfrac12\nabla^2\phi+\partial_r\phi\right).$$

With $\phi=-h\cos\theta$ the equation becomes

$$\frac12\left(h''+\frac{2h'}r-\frac{2h}{r^2}\right)-h'=-r.$$

Try $h=\beta r+\gamma r^2$. In the bracket the linear term cancels and the quadratic term gives $2\gamma+4\gamma-2\gamma=4\gamma$. What remains is $2\gamma-\beta-2\gamma r=-r$, so $\gamma=1/2$ and $\beta=1$. No other regular, normalizable solution of this symmetry exists, since hydrogen has no p state at the energy $E_0$.

The second-order energy is $F^2\langle\psi_0|z|\psi_1\rangle=-\tfrac12\alpha F^2$. The angular average of $\cos^2\theta$ is $1/3$, so

$$\alpha=2\left\langle r\cos^2\theta\left(r+\tfrac12r^2\right)\right\rangle=\frac23\left(\langle r^2\rangle+\tfrac12\langle r^3\rangle\right).$$

From $\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=4(k+2)!/2^{k+3}$ we have $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$. Hence

$$\alpha=\frac92,\qquad S(-1)=\frac23\cdot3=2,\qquad S(0)=1.$$

The two formulas give

$$C_6^{\rm L}=\frac34\cdot\frac{81}4\cdot\frac12=\frac{243}{32}\simeq7.59,\qquad
C_6^{\rm SK}=\frac34\left(\frac92\right)^{3/2}=\frac{81}{8\sqrt2}\simeq7.16 .$$

The reference value comes from (3) with the whole p spectrum, obtained by diagonalizing the radial Hamiltonian in a Laguerre basis. It is $6.50$ for the nonrelativistic atom with a fixed nucleus. An independent calculation of $\alpha(i\omega)$ on a radial grid, followed by the integral (4), agrees within the grid error.

In the units used for numbers from here on, $\alpha=0.6668$ Å$^3$, and the arithmetic of (2) reads

$$\tfrac34(0.6668)^2\times13.61=4.54,\qquad \tfrac34(0.6668)^2\times12.83=4.28 .$$

| Hydrogen | pole (eV) | $C_6$ (a.u.) | $C_6$ (eV Å$^6$) |
|---|---|---|---|
| London | 13.61 | 7.59 | 4.54 |
| Slater-Kirkwood | 12.83 | 7.16 | 4.28 |
| full spectrum | 11.64 | 6.50 | 3.88 |

The last pole is an effective one, defined as the $w_1$ that makes (2) reproduce the full result. Relative to that result, London is 16.8 percent too high and Slater-Kirkwood 10.2 percent.

**Could London's value be a two-sum-rule result after all?** In hydrogen $S(0)/S(-1)=1/2$, which happens to equal $I$. But a pole that satisfies both of these sum rules has strength 1 and $w_1=1/2$, hence polarizability $1/w_1^2=4$ instead of $9/2$. It gives $C_6=\tfrac34\cdot16\cdot\tfrac12=6$, or 3.59 eV Å$^6$, which is below the full result. London's formula combines this pole with the correct $\alpha$, so its strength is $\alpha I^2=9/8$. Both $S(0)$ and $S(-1)$ are then 12.5 percent too large. The third pair, $S(-2)$ and $S(-1)$, has $w_1=2/(9/2)=4/9$ and gives $C_6=27/4$, or 4.03 eV Å$^6$. None of the three pairs produces 7.59.

## Why Slater-Kirkwood lies above the full result

The sign of the Slater-Kirkwood error is general. Introduce the weights

$$p_n=\frac{f_n}{\alpha w_n^2},\qquad\sum_np_n=1,$$

the share of each excitation in the static polarizability. Replacing $f_n$ by $\alpha p_nw_n^2$ in (3) gives

$$C_6=\frac32\alpha_A\alpha_B\,\langle g(w,w')\rangle,\qquad g(x,y)=\frac{xy}{x+y},$$

where the average uses the weights of both atoms independently. The function $g$ has a useful form as a minimum:

$$g(x,y)=\min_t\left[t^2x+(1-t)^2y\right].$$

Setting the derivative to zero gives $t=y/(x+y)$, and the bracket is then $(y^2x+x^2y)/(x+y)^2=xy/(x+y)$. For any fixed $t$, therefore,

$$\langle g(w,w')\rangle\le t^2\langle w\rangle+(1-t)^2\langle w'\rangle.$$

Choosing the best $t$ on the right gives $\langle g(w,w')\rangle\le g(\langle w\rangle,\langle w'\rangle)$.

The averages are moments: $\langle w\rangle=S(-1)/\alpha$ and $\langle w^2\rangle=S(0)/\alpha=N/\alpha$. Since a variance is not negative, $\langle w\rangle\le\sqrt{N/\alpha}$. The function $g$ increases with each argument, so inserting the larger value keeps the inequality, and inserting the lowest excitation energy $w_{\min}$ gives a lower bound. For like atoms

$$\frac34\alpha^2w_{\min}\le C_6\le\frac34\alpha S(-1)\le\frac34\sqrt N\,\alpha^{3/2}. \tag{7}$$

For hydrogen, in eV Å$^6$, this chain reads $3.40\le3.88\le4.03\le4.28$. The same argument holds for unlike atoms, and the program tests it on random positive spectra.

**Limit.** If all the strength sits at one energy, every inequality in (7) becomes an equality. The Slater-Kirkwood excess thus arises only when the strength is spread over several energies. The proof uses the accurate $\alpha$ and the full electron number. Since the Slater-Kirkwood value grows with both, overestimating either one keeps it an upper bound. With too small an $\alpha$, or a smaller $N$ such as a count of valence electrons, the proof no longer applies.

The hydrogen spectrum is indeed spread out. The 2p state, at 10.20 eV, supplies 65.8 percent of the polarizability. The weighted mean energy is $\langle w\rangle=12.09$ eV, so the other 34.2 percent has the mean energy

$$\frac{12.09-0.658\times10.20}{0.342}\simeq15.7\ \text{eV}.$$

Most of the weight lies well below the ionization energy of 13.61 eV, and the rest lies on average above it. The mean falls below $I$, and by (7) the effective pole cannot exceed the mean. This is why London's pole is too high here.

A sufficient condition for London to overestimate like atoms also follows. If $\alpha I^2>N$, then $I>\sqrt{N/\alpha}$, and London exceeds a quantity that is itself an upper bound. In hydrogen $\alpha I^2=9/8>1$.

## Helium: London is not a bound

When $\alpha I^2<N$, this argument says nothing about the sign of London's error. Helium provides a case. The level of theory is time-dependent Hartree-Fock, the linear response of the self-consistent mean field, with 14 s and 14 p Gaussian exponents in a geometric series of ratio 2.4 starting at 0.107 Å$^{-2}$. The ionization energy is taken from Koopmans' theorem as minus the orbital energy. The ground state at this level is a single determinant, without electron correlation. The response spectrum is not simply a set of excitations out of that determinant: its $S(-1)$, about 1.48 a.u., differs from $\tfrac23\langle\mathbf D^2\rangle\simeq1.58$ a.u. taken in the determinant. The moments quoted below are those of the response spectrum. Its $C_6$ serves as a reference for formulas fed with data of the same level, and it is neither the exact value nor a measured one.

The calculation gives $\alpha=0.1959$ Å$^3$, confirmed by the Hartree-Fock energy in a finite field, and $S(0)=2.0000$. The bound (7) therefore applies to this spectrum with $N=2$.

| Helium | pole (eV) | $C_6$ (eV Å$^6$) |
|---|---|---|
| London | 24.98 | 0.719 |
| Slater-Kirkwood | 33.47 | 0.964 |
| response spectrum | 28.55 | 0.822 |

With a common $\alpha$, ratios of $C_6$ are ratios of poles. London gives $24.98/28.55=0.875$ of the reference, an error of $-12.5$ percent, while Slater-Kirkwood gives $33.47/28.55=1.172$, an error of $+17.2$ percent. London now lies below the reference, so for these mean-field data, which have positive strengths and satisfy the sum rule, it is not an upper bound. Hydrogen shows that it is not a lower bound either.

The implied sum rule falls short here. London's $S(0)=\alpha I^2$ equals $N$ times the squared ratio of the two poles, $2\times(24.98/33.47)^2\simeq1.11$, instead of 2. A shortfall alone does not fix the sign of the error: by (7) the effective pole cannot exceed $\sqrt{N/\alpha}$ either, and it implies $2\times(28.55/33.47)^2\simeq1.46$. London is low because its value lies below this one. The hydrogen coincidence also disappears: $S(0)/S(-1)$ is 36.8 eV, far from the ionization energy of 25.0 eV.

London is nevertheless closer to the reference than Slater-Kirkwood in helium, whereas in hydrogen the order is reversed. Imposing $S(0)=N$ in addition to the correct $\alpha$ fixes the sign of the error by (7), but it does not guarantee the smaller error. The sizes found here belong to atoms with one or two electrons. In heavier atoms $N$ also counts core electrons, whose strength lies at high energies and adds little to $\alpha$, so the spectrum is spread more widely and both formulas can be in error by much more.

## An unlike pair

For hydrogen with helium, using the same two spectra, the Slater-Kirkwood poles in (1) give

$$\frac32(0.6668)(0.1959)\,\frac{12.83\times33.47}{12.83+33.47}\simeq1.82\ \text{eV Å}^6 .$$

The ionization energies give 1.73 and the double sum (3) gives 1.63 in the same unit. Slater-Kirkwood is again above the reference, as it must be. London is above it too, although it was below for two helium atoms. The effective poles 11.64 and 28.55 eV in (1) give 1.62, close to the double sum, so they serve as the comparison. In $ab/(a+b)=1/(1/a+1/b)$, replacing them by the ionization energies lowers $1/a$ for hydrogen by $1/11.64-1/13.61\simeq0.0124$ eV$^{-1}$ and raises $1/b$ for helium by only $1/24.98-1/28.55\simeq0.0050$ eV$^{-1}$. The denominator falls, and $C_6$ rises.

## Where the formulas stop

Both formulas approximate the coefficient of $R^{-6}$, so they inherit the conditions under which that term describes the interaction. At short range the clouds overlap and higher multipoles contribute. At very long range the time $R/c$ that light needs between the atoms becomes comparable with $1/w_1$, and the instantaneous $V$ used here is no longer adequate. For a degenerate or nonspherical ground state, the single scalar $\alpha$ and the factor 6 must be reconsidered.

## Table of computed values

```
HYDROGEN (nonrelativistic, fixed nucleus)
static polarizability: 0.6668 angstrom^3
ionization energy = London pole: 13.6057 eV
Slater-Kirkwood pole: 12.8276 eV
pole from S(-1)/S(-2): 12.0939 eV
effective pole reproducing C6: 11.6443 eV
lowest excitation energy: 10.2043 eV
share of 2p in polarizability: 65.8 percent
C6 London: 7.5938 a.u. = 4.5375 eV angstrom^6
C6 Slater-Kirkwood: 7.1595 a.u. = 4.2780 eV angstrom^6
C6 full spectrum: 6.4990 a.u. = 3.8833 eV angstrom^6
C6 London error: 16.8 percent
C6 Slater-Kirkwood error: 10.2 percent
C6 from S(-2) and S(-1): 4.0333 eV angstrom^6
C6 from S(0) and S(-1): 3.5852 eV angstrom^6
C6 lower bound: 3.4031 eV angstrom^6
C6 grid and frequency integral: 3.8834 eV angstrom^6
C6 change, 15 to 25 functions: 1.5e-13 eV angstrom^6
London S(0), model/true: 1.1250 (ratio)
London S(-1), model/true: 1.1250 (ratio)
Slater-Kirkwood S(0), model/true: 1.0000 (ratio)
Slater-Kirkwood S(-1), model/true: 1.0607 (ratio)
HELIUM (TDHF, even-tempered s,p basis)
exponents per s and p: 14, ratio 2.4
smallest exponent: 0.1071 angstrom^-2
Hartree-Fock energy: -77.8701 eV
static polarizability: 0.1959 angstrom^3
polarizability, finite field: 0.1959 angstrom^3
S(0), exact value 2: 2.0000 (number)
Koopmans energy = London pole: 24.9788 eV
Slater-Kirkwood pole: 33.4663 eV
effective pole reproducing C6: 28.5485 eV
S(0)/S(-1): 36.8077 eV
C6 London: 0.7192 eV angstrom^6
C6 Slater-Kirkwood: 0.9636 eV angstrom^6
C6 TDHF spectrum: 0.8220 eV angstrom^6
C6 London error: -12.5 percent
C6 Slater-Kirkwood error: 17.2 percent
HYDROGEN-HELIUM PAIR (same two spectra)
C6 London: 1.7263 eV angstrom^6
C6 Slater-Kirkwood: 1.8174 eV angstrom^6
C6 from both spectra: 1.6265 eV angstrom^6
```
